# Mixed-mode excitons in a uniaxial crystal with anisotropic background screening

A non-magnetic, uniaxial insulator has its symmetry axis along \(z\). Its lowest bright exciton is a doublet with transition dipoles along \(x\) and \(y\). The exciton has a small wavevector \(\mathbf q=q\hat{\mathbf q}\), at an angle \(\theta\) to the axis, and the \(x\) direction is chosen so that

\[
\hat{\mathbf q}=(\sin\theta,\,0,\,\cos\theta).
\]

The problem is to find how the exciton energies depend on \(\theta\) when all other transitions of the crystal screen the electric field differently along and across the axis.

The algebra uses atomic units, so \(\hbar=e=1\) and the Coulomb interaction is \(1/r\). The crystal has volume \(V=Nv\), with \(N\) cells of volume \(v\). Spin-orbit coupling is left out, and the electron-hole attraction is treated as static. In parts (a) to (e), \(q\) is small compared with the inverse exciton radius and the zone size, but large compared with the wavevector of light in the crystal at the same frequency. Exciton dispersion is neglected.

## (a) Which part of the exchange depends on direction?

**Find the limit of the electron-hole exchange as \(q\to0\), and its effect on singlets and triplets.**

**Solution.** Let \(t\) label a transition from an occupied state \(v\mathbf k\) to an empty state \(c\,\mathbf k+\mathbf q\). Its pair density has the Fourier components

\[
M_t(\mathbf q+\mathbf G)=\langle c\,\mathbf k+\mathbf q|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|v\mathbf k\rangle ,
\]

where \(\mathbf G\) is a reciprocal lattice vector. The exchange is the Coulomb energy between two pair densities:

\[
K_{tt'}=\frac1V\sum_{\mathbf G}\frac{4\pi}{|\mathbf q+\mathbf G|^2}\,M_t(\mathbf q+\mathbf G)\,M_{t'}^*(\mathbf q+\mathbf G).
\]

For \(\mathbf G\neq0\) the denominator stays finite, so each term has one limit, whatever the direction of \(\mathbf q\). For \(\mathbf G=0\) the denominator vanishes. The numerator vanishes too, because occupied and empty states at the same \(\mathbf k\) are orthogonal. To first order in \(q\), the change of the cell-periodic part of the Bloch states gives \(M_t\to i\mathbf q\cdot\mathbf p_t\), where \(\mathbf p_t\) is the interband dipole of one spin. In a crystal this dipole is \(-i\) times the velocity matrix element divided by the band energy difference. It is not the integral of \(\mathbf r\) over one cell, which depends on where the cell begins. The two factors of \(q\) cancel the denominator:

\[
K^{(0)}_{tt'}=\frac{4\pi}{V}(\hat{\mathbf q}\cdot\mathbf p_t)(\hat{\mathbf q}\cdot\mathbf p_{t'}).
\]

Time reversal allows a basis in which the dipoles and matrices are real in this limit. The limit is finite but depends on direction. It is the energy of the macroscopic field made by the polarization wave.

Now include spin. A spin-conserving transition can occur with spin up or spin down. The attraction does not connect these two, whereas the exchange connects every pair of them with the same \(K\). In the spin space (up, down) the exchange is therefore

\[
K\begin{pmatrix}1&1\\1&1\end{pmatrix}.
\]

The singlet combination \((1,1)/\sqrt2\) has eigenvalue \(2K\), and the triplet combination \((1,-1)/\sqrt2\) has eigenvalue 0. The two spin-flip triplets have no pair density, since their spin functions are orthogonal. No triplet feels the exchange. For singlets the factor 2 is absorbed in \(\mathbf P_t=\sqrt2\,\mathbf p_t\), and the direction-dependent term becomes

\[
\frac{4\pi}{V}f_tf_{t'},\qquad f_t=\hat{\mathbf q}\cdot\mathbf P_t .
\]

## (b) What condition fixes the energies?

**Include the coupling between forward and backward transitions, and express the condition through the macroscopic dielectric tensor.**

**Solution.** With forward amplitudes \(X\) and backward amplitudes \(Y\), the Bethe-Salpeter equation is

\[
AX+BY=\omega X,\qquad BX+AY=-\omega Y .
\]

The sum and the difference of these equations are

\[
(A+B)(X+Y)=\omega(X-Y),\qquad (A-B)(X-Y)=\omega(X+Y).
\]

For a stable ground state \(A-B\) is positive definite, and \(S=(A-B)^{1/2}\) exists. The second equation gives \(X-Y=\omega S^{-2}(X+Y)\). Put this into the first, write \(X+Y\propto SZ\), and multiply from the left by \(S\):

\[
CZ=\omega^2Z,\qquad C=S(A+B)S .
\]

Let a bar mark quantities without the \(\mathbf G=0\) exchange. That exchange enters \(A\) and \(B\) equally, because a backward transition has the same dipole as its time-reversed forward partner. Hence \(A-B\) and \(S\) are unchanged, while \(A+B\) gains the term twice:

\[
C=\bar C+\frac{8\pi}{V}(Sf)(Sf)^T .
\]

Let \(\bar CZ_\lambda=\Omega_\lambda^2Z_\lambda\) with \(Z_\lambda\) of unit length. The norm \(X^TX-Y^TY=(X+Y)^T(X-Y)=1\) requires \(X+Y=\Omega_\lambda^{-1/2}SZ_\lambda\). The dipole of the mode is then

\[
\mathbf D_\lambda=\sum_t\mathbf P_t(X+Y)_t=\Omega_\lambda^{-1/2}\sum_t\mathbf P_t(SZ_\lambda)_t ,
\]

so that \((Sf)^TZ_\lambda=\sqrt{\Omega_\lambda}\,\hat{\mathbf q}\cdot\mathbf D_\lambda\).

A matrix \(1+ab^T\) has determinant \(1+b^Ta\), since \(ab^T\) has at most one nonzero eigenvalue, \(b^Ta\). Taking \(\bar C-\omega^2\) out as a factor gives

\[
\det(C-\omega^2)=\det(\bar C-\omega^2)\left[1+\frac{8\pi}{V}\sum_\lambda\frac{\Omega_\lambda(\hat{\mathbf q}\cdot\mathbf D_\lambda)^2}{\Omega_\lambda^2-\omega^2}\right].
\]

Modes with \(\hat{\mathbf q}\cdot\mathbf D_\lambda=0\) keep the energy \(\Omega_\lambda\). Among degenerate modes, combinations can be chosen so that only one has a nonzero projection, and the others keep their energy too. The shifted modes are the zeros of the bracket.

To read the bracket, drive the barred system with a macroscopic field \(\mathbf F\) of frequency \(\omega\). Both equations acquire the source \(\mathbf F\cdot\mathbf P_t\); the sign of the electron charge enters twice and drops out:

\[
\bar AX+\bar BY-\omega X=\mathbf F\cdot\mathbf P,\qquad \bar BX+\bar AY+\omega Y=\mathbf F\cdot\mathbf P .
\]

The same sum and difference, now with \(X+Y=SZ\), lead to \((\bar C-\omega^2)Z=2S(\mathbf F\cdot\mathbf P)\). Expanding in \(Z_\lambda\) gives the polarization per volume

\[
\frac1V\sum_tP_{t,i}(X+Y)_t=\sum_j\chi_{ij}F_j,\qquad
\chi_{ij}=\frac1V\sum_\lambda\frac{2\Omega_\lambda D_{\lambda i}D_{\lambda j}}{\Omega_\lambda^2-\omega^2}.
\]

The induced macroscopic field was left out of the barred matrices, so \(\mathbf F\) is the total macroscopic field and \(\varepsilon_{ij}=\delta_{ij}+4\pi\chi_{ij}\) is the macroscopic dielectric tensor. The bracket is its projection on \(\hat{\mathbf q}\), and the condition is

\[
\hat{\mathbf q}\cdot\boldsymbol\varepsilon(\omega)\cdot\hat{\mathbf q}=0 .
\]

## (c) How does the isolated doublet split?

**Solve the condition when all other transitions are far away in energy.**

**Solution.** Let \(E_T\) be the energy of the doublet without the \(\mathbf G=0\) exchange. Its dipole grows with crystal size as \(D^2=Nd^2\), which defines the dipole \(d\) per cell, spin sum included. Thus \(D^2/V=d^2/v\).

The member polarized along \(y\) has \(\hat{\mathbf q}\cdot\mathbf D=0\) and stays at \(E_T\). This is the ordinary mode. The member polarized along \(x\) contributes a resonance to \(\varepsilon_{xx}\). All other modes contribute background constants \(\varepsilon_\perp\) and \(\varepsilon_\parallel\), taken as independent of frequency across the splitting:

\[
\varepsilon_{xx}(\omega)=\varepsilon_\perp+\frac{8\pi E_Td^2}{v\,(E_T^2-\omega^2)},\qquad \varepsilon_{zz}=\varepsilon_\parallel .
\]

Uniaxial symmetry removes the off-diagonal elements. With the abbreviation

\[
\varepsilon_q(\theta)=\varepsilon_\perp\sin^2\theta+\varepsilon_\parallel\cos^2\theta ,
\]

the condition of part (b) reads

\[
\varepsilon_q+\frac{8\pi E_Td^2\sin^2\theta}{v\,(E_T^2-\omega^2)}=0 .
\]

Multiplying by \(E_T^2-\omega^2\) and solving for \(\omega^2\) gives

\[
E(\theta)^2=E_T^2+\frac{8\pi E_Td^2}{v}\,\frac{\sin^2\theta}{\varepsilon_q(\theta)} .
\]

At \(\theta=90^\circ\) the dipole is parallel to \(\mathbf q\). This defines the longitudinal energy \(E_L\):

\[
E_L^2-E_T^2=\frac{8\pi E_Td^2}{v\,\varepsilon_\perp} .
\]

In terms of the two end values,

\[
\boxed{E(\theta)^2=E_T^2+(E_L^2-E_T^2)\,s(\theta),\qquad s=\frac{\varepsilon_\perp\sin^2\theta}{\varepsilon_\perp\sin^2\theta+\varepsilon_\parallel\cos^2\theta}}
\]

At \(\theta=0\) both dipoles are transverse and the doublet is degenerate at \(E_T\). In between, the resonant polarization points along \(x\), neither parallel nor perpendicular to \(\mathbf q\), which is why the mode is called mixed.

The exchange put into the full problem was the bare one. The factor \(1/\varepsilon_q\) appeared when the other transitions were moved into the background. A calculation that keeps those transitions explicitly must therefore use bare exchange; screening it as well would count them twice. A calculation restricted to the doublet needs the screened form.

## (d) What changes for a small splitting, or for a dipole along the axis?

**Find the linear form, the angle halfway between the end values, and the result for a parallel dipole.**

**Solution.** Define \(\Delta=4\pi d^2/(v\varepsilon_\perp)\), so that \(E_L^2-E_T^2=2E_T\Delta\). Expanding the square root gives

\[
E(\theta)=E_T\sqrt{1+\frac{2\Delta s}{E_T}}=E_T+\Delta s-\frac{\Delta^2s^2}{2E_T}+\dots
\]

The linear form \(E_T+\Delta s\) needs \(\Delta\ll E_T\). It is also what results when only the backward amplitude of the resonant exciton is dropped and its exchange is screened by \(\varepsilon_q\). Dropping the backward amplitudes of all transitions (the Tamm-Dancoff approximation) is different. It removes the antiresonant part of the background, so the bare exchange is screened too weakly. In the many-transition model of part (g) the shift at \(90^\circ\) then comes out as 0.060 eV instead of 0.039 eV.

The squared energy is halfway between its end values when \(s=\tfrac12\), that is, when

\[
\tan^2\theta=\frac{\varepsilon_\parallel}{\varepsilon_\perp} .
\]

For equal background constants \(s=\sin^2\theta\). Otherwise the difference follows from \(\varepsilon_\perp-\varepsilon_q=(\varepsilon_\perp-\varepsilon_\parallel)\cos^2\theta\):

\[
s-\sin^2\theta=\sin^2\theta\,\frac{\varepsilon_\perp-\varepsilon_q}{\varepsilon_q}
=\frac{(\varepsilon_\perp-\varepsilon_\parallel)\sin^2\theta\cos^2\theta}{\varepsilon_q} .
\]

Stronger screening along the axis thus lowers the mixed mode at intermediate angles and leaves both end values alone.

If instead an isolated exciton has its dipole along \(z\), the resonance sits in \(\varepsilon_{zz}\) and \(\cos^2\theta\) replaces \(\sin^2\theta\) in the numerator:

\[
E(\theta)^2=E_T^2+\frac{8\pi E_Td^2}{v\,\varepsilon_\parallel}\,s_\parallel,\qquad
s_\parallel=\frac{\varepsilon_\parallel\cos^2\theta}{\varepsilon_q}=1-s .
\]

This mode is longitudinal for \(\mathbf q\) along the axis and transverse for \(\mathbf q\) across it.

## (e) What if a perpendicular and a parallel exciton lie close together?

**Treat both resonances at once.**

**Solution.** Let the energies without macroscopic exchange be \(E_1\) (dipole \(d_1\) along \(x\)) and \(E_2\) (dipole \(d_2\) along \(z\)). The background now excludes both excitons. With \(n_1=\sin\theta\) and \(n_2=\cos\theta\), dividing the dielectric condition by \(\varepsilon_q\) gives

\[
1+\sum_{i=1}^{2}\frac{g_i^2}{E_i^2-\omega^2}=0,\qquad g_i=n_id_i\sqrt{\frac{8\pi E_i}{v\,\varepsilon_q}} .
\]

By the determinant rule of part (b), read backwards, the solutions \(\omega^2\) are the eigenvalues of

\[
\begin{pmatrix}E_1^2+g_1^2&g_1g_2\\ g_1g_2&E_2^2+g_2^2\end{pmatrix}.
\]

At \(0^\circ\) and \(90^\circ\) the off-diagonal element vanishes. At other angles it does not, so the two branches cannot cross. If \(E_1<E_2<E_{L1}\), where \(E_{L1}\) is the longitudinal energy of the first exciton, the lower branch starts at \(0^\circ\) as the perpendicular exciton at \(E_1\) and ends at \(90^\circ\) as the parallel exciton at \(E_2\). The branches exchange their character.

## (f) What happens when \(q\) approaches the wavevector of light?

**Use Maxwell's equations to find the leading correction for the mixed mode of the isolated doublet.**

**Solution.** The limit \(q\to0\) in part (a) depends on direction, yet the physical energies cannot depend on the direction of a vanishing vector. The missing ingredient is the transverse field. For a plane wave, Maxwell's equations give

\[
q^2\mathbf F-\mathbf q(\mathbf q\cdot\mathbf F)=\frac{\omega^2}{c^2}\boldsymbol\varepsilon\mathbf F .
\]

With \(n=qc/\omega\), the \(x\) and \(z\) components have a solution when

\[
\begin{vmatrix}n^2\cos^2\theta-\varepsilon_{xx}&-n^2\sin\theta\cos\theta\\-n^2\sin\theta\cos\theta&n^2\sin^2\theta-\varepsilon_{zz}\end{vmatrix}=0 .
\]

The terms in \(n^4\) cancel, and division of the rest by \(n^2\) leaves

\[
\varepsilon_{xx}\sin^2\theta+\varepsilon_{zz}\cos^2\theta=\frac{\varepsilon_{xx}\varepsilon_{zz}}{n^2} .
\]

For \(n\to\infty\) this is the condition of part (b). To get the correction for \(0<\theta<90^\circ\), write \(\Gamma=E_L^2-E_T^2\). At the energy \(E(\theta)\) one has \(\varepsilon_{xx}=-\varepsilon_\parallel\cot^2\theta\) and \(E^2-E_T^2=\Gamma s\). The slope there is

\[
\frac{d\varepsilon_{xx}}{d\omega}=\frac{2E\,\varepsilon_\perp\Gamma}{(E_T^2-E^2)^2}=\frac{2E\,\varepsilon_\perp}{\Gamma s^2} .
\]

To first order in the shift \(\delta E\),

\[
\sin^2\theta\,\frac{2E\,\varepsilon_\perp}{\Gamma s^2}\,\delta E=-\frac{\varepsilon_\parallel^2\cot^2\theta}{n^2} .
\]

Inserting \(s=\varepsilon_\perp\sin^2\theta/\varepsilon_q\) gives

\[
\delta E=-\frac{\Gamma\,\varepsilon_\perp\varepsilon_\parallel^2\cos^2\theta}{2E\,\varepsilon_q^2\,n^2} .
\]

The shift falls as \(1/q^2\). It can be compared with the displacement from \(E_T\), which is about \(\Gamma s/(2E)\). The ratio of the two is \(\varepsilon_\parallel^2\cot^2\theta/(\varepsilon_qn^2)\). Near the axis this becomes \(\varepsilon_\parallel/(n^2\theta^2)\), so close to the axis the shift exceeds the displacement from \(E_T\). The shift itself stays bounded. Solving the condition for \(\omega^2\) gives \(\omega^2-E_T^2=\Gamma\varepsilon_\perp(\sin^2\theta-\varepsilon_\parallel/n^2)/(\varepsilon_q-\varepsilon_\perp\varepsilon_\parallel/n^2)\), whose expansion needs only \(n^2\gg\varepsilon_\perp\varepsilon_\parallel/\varepsilon_q\). As \(\theta\to0\) the shift tends to \(-\Gamma\varepsilon_\perp/(2E_Tn^2)\). This is also the leading shift of the ordinary mode, which obeys \(\varepsilon_{yy}=n^2\). The splitting between the mixed and the ordinary mode therefore keeps following the formula of part (c) at small angles. In the opposite limit \(n\to0\) the resonant solutions are \(\varepsilon_{xx}=0\) and \(\varepsilon_{yy}=0\), so both modes tend to \(E_L\) for every direction.

## (g) How large are the effects?

**Evaluate a model with \(E_T=2\) eV, \(d=0.3\) e Å, \(v=100\) Å³, \(\varepsilon_\perp=6\) and \(\varepsilon_\parallel=9\). Then examine the assumption of a constant background.**

**Solution.** In these units \(e^2=14.400\) eV Å. The bare exchange shift and its screened value are

\[
\frac{4\pi(14.400)(0.3)^2}{100}=0.16286\ \text{eV},\qquad \Delta=\frac{0.16286}{6}=0.02714\ \text{eV}.
\]

The longitudinal energy is \(E_L=\sqrt{2^2+2(2)(0.02714)}=2.0270\) eV. The splitting is 0.0270 eV, or 0.00099 hartree. At \(45^\circ\), \(s=6/(6+9)=0.4\). Other angles follow in the same way:

| \(\theta\) | \(s\) | \(E\) (eV) | \(E\) with \(s\to\sin^2\theta\) (eV) |
|---|---|---|---|
| 0° | 0 | 2.0000 | 2.0000 |
| 30° | 0.182 | 2.0049 | 2.0068 |
| 45° | 0.400 | 2.0108 | 2.0135 |
| 60° | 0.667 | 2.0180 | 2.0203 |
| 90° | 1 | 2.0270 | 2.0270 |

At \(45^\circ\), ignoring the anisotropy of the background raises the energy by 0.0027 eV, a tenth of the splitting. The squared energy reaches its midpoint at 50.8° instead of 45°. The linear form is 0.0002 eV too high at \(90^\circ\), in line with \(\Delta^2/(2E_T)\).

Light of energy \(E_T\) in vacuum has wavevector 0.00101 Å⁻¹. Solving the determinant of part (f) numerically at \(45^\circ\) gives a shift of \(-3.0\times10^{-4}\) eV at \(q=0.0203\) Å⁻¹ and \(-1.8\times10^{-5}\) eV at \(q=0.0811\) Å⁻¹. The second value of \(1/q\) is about 12 Å, so the exciton radius would have to be well below that for the dipole limit to hold there. The neglected dispersion sets a further limit. For a total exciton mass of one electron mass, \(\hbar^2q^2/2M\) is \(1.6\times10^{-3}\) eV at the first \(q\), five times the retardation shift, and 0.025 eV at the second, nearly the whole splitting. If the mass differs along and across the axis, this term depends on \(\theta\) and can rival or exceed the 0.0027 eV effect of the background anisotropy. It must then be added to \(E_T\) before the formula is compared with a real crystal.

Now add a parallel exciton at 2.020 eV with the same dipole. The matrix of part (e) gives 2.0000 and 2.0380 eV at \(0^\circ\), 2.0061 and 2.0355 eV at \(45^\circ\), and 2.0200 and 2.0270 eV at \(90^\circ\). Since 2.020 eV lies between \(E_T\) and \(E_L\), the branches exchange character as described.

The constant background can be examined in a separate model that keeps the other transitions explicitly. It has four transitions along \(x\), four identical ones along \(y\) and three along \(z\), each with both spins, in a cell of 100 Å³. The lowest \(x\) and \(y\) transitions start at 2 eV and all others at 6 to 11 eV. Small random symmetric matrices represent the attraction and the short-range exchange, and the \(\mathbf G=0\) exchange is inserted bare. Without that last term the singlet doublet lies at \(E_T=2.0645\) eV, with \(d=0.343\) e Å. The remaining modes give \(\varepsilon_\perp=5.38\) and \(\varepsilon_\parallel=9.51\) at this energy.

The bare shift would be 0.213 eV, but the formula of part (c) predicts a splitting of only 0.0391 eV. Diagonalizing the full matrices gives a mixed mode at 2.07874 eV for \(45^\circ\) and 2.10355 eV for \(90^\circ\); the formula gives 2.07875 and 2.10366 eV. Over the angles computed, 15° to 90° in steps of 15°, the largest difference is 0.3% of the splitting, against 14% if \(s\) is replaced by \(\sin^2\theta\). The formula lies slightly high because the background constants grow with frequency below their own transitions, which weakens the true shift. If another transition with an appreciable dipole comes close to the doublet, this growth can become important. That transition should then be taken out of the background and given its own term \(g_i\) in the matrix of part (e), with \(n_i=\sin\theta\) for a dipole along \(x\) and \(n_i=\cos\theta\) for one along \(z\).
